# Why Leakage Through Trap Pairs Grows as Trap Density Squared

A high-k capacitor with TiN electrodes leaks although its oxide is too thick for much direct tunnelling. Electrons cross by way of traps, defect states that hold an electron inside the film. Some cross with one stop, others with two. Suppose more traps are added while thickness, voltage and temperature stay fixed. The average one-stop current doubles when the trap density doubles, but the average two-stop current quadruples. What produces the extra factor of two, and when does it show in the total leakage?

## The film and its hops

Let the film have thickness $d$ and large area $A$, and let $x$ be the depth measured from the cathode. The traps have density $N$ per unit volume and are placed independently and uniformly. A small volume $dV$ then holds a trap with probability $N\,dV$, whatever is found elsewhere.

In a barrier of height $\phi$ the electron's wave decays as $e^{-\kappa r}$, with $\kappa=\sqrt{2m\phi}/\hbar$ and $m$ the tunnelling mass. The hop rate follows the square of the amplitude:

$$
k(r)=\nu e^{-2\kappa r}=\nu e^{-r/\lambda},\qquad \lambda=\frac{1}{2\kappa}.
$$

The prefactor $\nu$ is taken as the same for all hops. Hops go towards the anode, because the field makes that direction downhill in energy. All traps have the same depth $\phi$, which is also the electrode barrier.

The example uses rough typical values: $d=6.0$ nm, 0.60 V (1.00 MV/cm), 300 K, $\phi=1.80$ eV, $m=0.20$ electron masses and $\nu=10^{12}\ \mathrm{s^{-1}}$. These give $\kappa=3.074\ \mathrm{nm^{-1}}$ and $\lambda=0.1627$ nm. The working density is $N=5\times10^{17}\ \mathrm{cm^{-3}}=5\times10^{-4}\ \mathrm{nm^{-3}}$.

## First contribution: one trap

A trap at depth $x$ is filled at rate $\nu e^{-x/\lambda}$ and emptied at rate $\nu e^{-(d-x)/\lambda}$. The mean wait for an event of rate $k$ is $1/k$. The two waits follow one another, so they add, and each completed cycle carries one charge $q$:

$$
i_1(x)=\frac{q\nu}{e^{x/\lambda}+e^{(d-x)/\lambda}} .
$$

A slice of thickness $dx$ holds on average $NA\,dx$ traps. Adding the slices and dividing by $A$ gives the mean current density

$$
J_1=N\int_0^d i_1(x)\,dx=q\nu N g_1,\qquad
g_1=\int_0^d\frac{dx}{e^{x/\lambda}+e^{(d-x)/\lambda}} .
$$

The integral contains no $N$, so $J_1$ is linear in $N$. To evaluate it, put $x=d/2+\lambda u$. The denominator becomes $e^{d/2\lambda}(e^u+e^{-u})=2e^{d/2\lambda}\cosh u$, and $dx=\lambda\,du$. With $U=d/2\lambda$,

$$
g_1=\frac{\lambda}{2}e^{-d/2\lambda}\int_{-U}^{U}\frac{du}{\cosh u}
=2\lambda e^{-d/2\lambda}\arctan\!\left(\tanh\frac U2\right).
$$

The last step uses the antiderivative $2\arctan(\tanh(u/2))$, whose derivative is $1/(\cosh^2\frac u2+\sinh^2\frac u2)=1/\cosh u$. For $d\gg\lambda$ the arctangent tends to $\pi/4$, so

$$
g_1\simeq\frac{\pi\lambda}{2}e^{-d/2\lambda}.
$$

Here $g_1=2.498\times10^{-9}$ nm. Traps within $2\lambda$ of mid-film carry 83% of the current. Farther out, the longer hop becomes so slow that it throttles the whole cycle.

## Second contribution: a pair

Let trap 1, at depth $x_1$, be nearer the cathode, and trap 2 be at $x_2>x_1$. Their lateral separation is $\rho$, and their distance is $r=\sqrt{(x_2-x_1)^2+\rho^2}$. If the pair holds at most one electron at a time, three waits add:

$$
i_2(x_1,x_2,\rho)=\frac{q\nu}{e^{x_1/\lambda}+e^{r/\lambda}+e^{(d-x_2)/\lambda}} .
$$

Now count the pairs. The slice at $x_1$ contains on average $NA\,dx_1$ first traps. Around each, a ring of volume $2\pi\rho\,d\rho\,dx_2$ contains a partner with probability $N\,2\pi\rho\,d\rho\,dx_2$. Because the positions are independent, finding the first trap does not alter the chance of finding the second, and the two factors multiply. Dividing by $A$ and neglecting the film's side edges,

$$
J_2=q\nu N^2g_2,\qquad
g_2=\int_0^d\!dx_1\int_{x_1}^{d}\!dx_2\int_0^\infty\!2\pi\rho\,d\rho\;\frac{i_2}{q\nu}.
$$

The condition $x_1<x_2$ counts each pair once. One factor of $N$ counts the traps that can start a path; the other gives the mean number of suitable partners per trap. Doubling the density doubles both.

This requires $g_2$ to be finite and free of $N$. Since $r\ge\rho$, we have $i_2/q\nu\le e^{-\rho/\lambda}$. The integral over $\rho$ is therefore at most $2\pi\lambda^2$, and the depth integrals cover an area $d^2/2$. Distant partners exist in any number, but they are exponentially slow. Numerical integration gives $g_2=5.098\times10^{-6}\ \mathrm{nm^4}$, with a grid error below 0.1%.

The square holds even where most small regions contain no pair. If a region holds $n$ traps with Poisson mean $\mu$, the mean number of pairs is

$$
\left\langle\frac{n(n-1)}2\right\rangle
=\frac12\sum_{n=2}^{\infty}n(n-1)\frac{e^{-\mu}\mu^n}{n!}
=\frac{\mu^2}{2}e^{-\mu}\sum_{n=2}^{\infty}\frac{\mu^{n-2}}{(n-2)!}
=\frac{\mu^2}{2}.
$$

Diluteness is thus not needed to count pairs. It is needed so that the pairs do not compete for traps and longer chains stay minor.

The averages were tested on explicit random traps, with the current of every neighbouring pair summed. Between $5\times10^{17}$ and $2\times10^{18}\ \mathrm{cm^{-3}}$ the exponents were 0.997 for single traps and $1.99\pm0.02$ for pairs, the latter with one standard error. This tests the averaging over positions. Whether pair currents really add is a separate question, taken up below.

## Where the square comes from: a contrary case

Suppose instead that each trap is created with a companion at a short distance. The number of close pairs is then proportional to the number of creation events, hence to $N$. Chance encounters between different couples add a term in $N^2$:

$$
J_{\rm pair}=bN+cN^2 ,
$$

where $b$ and $c$ do not depend on $N$. At low density the linear term wins. In a simulation with companions placed within 2.5 nm, raising $N$ fourfold from about $10^{17}\ \mathrm{cm^{-3}}$ gave an exponent of 1.02. Two-stop conduction alone does not produce the square. The mean number of partners per trap must also grow in proportion to $N$, as it does for independent placement.

## Weighing the two contributions

Pairs are scarce but fast. For positive terms, the arithmetic mean is at least the geometric mean. The three hop lengths of a pair add up to at least $d$, so

$$
e^{x_1/\lambda}+e^{r/\lambda}+e^{(d-x_2)/\lambda}\ge3e^{d/3\lambda},
$$

with equality for three equal hops in a straight line. The same argument gives $2e^{d/2\lambda}$ for one trap. The best currents therefore have the ratio

$$
\frac{i_2^{\max}}{i_1^{\max}}=\frac{e^{-d/3\lambda}/3}{e^{-d/2\lambda}/2}=\frac23e^{d/6\lambda}\approx312 ,
$$

or 244 fA against 0.783 fA.

At the working density, with $q\nu=1.602\times10^{-7}$ A and $1\ \mathrm{A/nm^2}=10^{14}\ \mathrm{A/cm^2}$,

$$
J_1=(1.602\times10^{-7})(5\times10^{-4})(2.498\times10^{-9})\times10^{14}
=2.00\times10^{-5}\ \mathrm{A/cm^2},
$$

$$
J_2=(1.602\times10^{-7})(5\times10^{-4})^2(5.098\times10^{-6})\times10^{14}
=2.04\times10^{-5}\ \mathrm{A/cm^2}.
$$

They are nearly equal because the density lies close to the crossover. Setting $J_1=J_2$ gives

$$
N^*=\frac{g_1}{g_2}=4.90\times10^{-4}\ \mathrm{nm^{-3}}=4.9\times10^{17}\ \mathrm{cm^{-3}},
$$

in which $\nu$ has cancelled. The cancellation relies on trap-to-trap and trap-to-electrode hops sharing one prefactor. If the trap-to-trap prefactor were 100 times smaller, the crossover would rise to about $3\times10^{18}\ \mathrm{cm^{-3}}$; if 100 times larger, it would fall to about $9\times10^{16}\ \mathrm{cm^{-3}}$. The exponents 1 and 2 would be unchanged.

The sum of the two channels follows neither power law. Its local exponent is

$$
s=\frac{N}{J_1+J_2}\frac{d(J_1+J_2)}{dN}=\frac{J_1+2J_2}{J_1+J_2},
$$

since $N\,dJ_1/dN=J_1$ and $N\,dJ_2/dN=2J_2$. It rises from 1.17 at $10^{17}$ to 1.67 at $10^{18}\ \mathrm{cm^{-3}}$.

## Third contribution: longer chains

Three-trap chains need two suitable partners. The same counting gives $J_3=q\nu N^3g_3$, with $g_3\approx8.3\times10^{-4}\ \mathrm{nm^7}$ from sampling (a converged integration gives $8.4\times10^{-4}$, about 1% higher). Hence $J_3/J_2=Ng_3/g_2$, which is 0.08 at the working density, 0.16 at $10^{18}\ \mathrm{cm^{-3}}$, and reaches 1 near $6\times10^{18}\ \mathrm{cm^{-3}}$.

This count overstates what third traps add. A triple may contain a good pair whose current is already in $J_2$, and pairs that share a trap compete. Solving the rate equations for three traps together, and subtracting what their single traps and pairs already contribute, gives a net coefficient of about $5.0\times10^{-4}\ \mathrm{nm^7}$ in place of $g_3$. The net addition at the working density is then about 0.05 of $J_2$.

If the three chain currents are simply added, the local exponent is $(J_1+2J_2+3J_3)/(J_1+J_2+J_3)$. It equals 2 when $J_1=J_3$, however large or small $J_2$ is. That happens at

$$
N=\sqrt{g_1/g_3}\approx1.7\times10^{-3}\ \mathrm{nm^{-3}}=1.7\times10^{18}\ \mathrm{cm^{-3}} .
$$

There $J_2/J_1=N/N^*\approx3.5$, so pairs carry $3.5/(1+3.5+1)\approx64\%$ of the three-channel current. With the net coefficient in place of $g_3$, the density becomes about $2.2\times10^{18}\ \mathrm{cm^{-3}}$ and the pair share about 70%. A measured slope of 2 does not by itself show that pairs carry all the leakage. Chains of four or more traps are left out of this estimate. Simply adding the currents of four-trap chains would lower the two densities to about $1.6\times10^{18}$ and $1.9\times10^{18}\ \mathrm{cm^{-3}}$, with little change in the pair shares.

At the other end lies direct tunnelling, which does not depend on $N$. Its estimated $3.5\times10^{-7}\ \mathrm{A/cm^2}$ is 0.9% of $J_1+J_2$ at the working density. It takes the electrodes at zero temperature; at 300 K it would be about 14% larger. It also lets the barrier depend only on the energy of motion across the film. If the wave vector along the film is conserved instead, with the free-electron mass in the electrodes and 0.20 of it in the oxide, the estimate falls fivefold, to about $7\times10^{-8}\ \mathrm{A/cm^2}$. The estimate includes the barrier's tilt in the field, which $J_1$ and $J_2$ have so far left out. It omits the image force, the attraction between the electron and the charge it induces in the electrodes. For an optical permittivity of 4, this force would raise direct tunnelling about eightfold. Without the image force, and with the tilt also in $J_1$, a factor of 2.43 given below, direct tunnelling equals $J_1$ near $4\times10^{15}\ \mathrm{cm^{-3}}$, or near $7\times10^{14}\ \mathrm{cm^{-3}}$ with the smaller estimate. Below that density even the linear law is hidden in the total.

## Mean and individual capacitors

The power laws concern means. Among 324 simulated capacitors of 1 µm² at the working density, the mean pair current was 205 fA and the median 192 fA. Each contains about 3000 traps, but the effective number of conducting pairs per capacitor, $n_{\rm eff}$, was 4.7. It is the ratio $(\sum i_2)^2/\sum i_2^2$, with both sums taken over all the capacitors together, divided by the number of capacitors.

If shared traps are neglected, the number of pairs with a given current $i_2$ is a Poisson count, whose variance equals its mean. Each such pair then adds $i_2^2$ to the variance, so the variance of a capacitor's summed current is the mean of its $\sum i_2^2$. The relative standard deviation is then $1/\sqrt{n_{\rm eff}}$. The value 4.7 carries sampling noise; integrating $i_2$ and $i_2^2$ over positions gives $n_{\rm eff}=4.45$, and hence a spread of about 47%. Since $n_{\rm eff}$ is proportional to area, a capacitor of 0.01 µm² has $n_{\rm eff}\approx0.045$ and a spread in pair current of about 4.7 times the mean. The mean pair current is then set by rare devices, and one such capacitor is a poor guide to it.

## What the model neglects

Pairs that share a trap compete. At the working density, 2.8% of $J_2$ flows in pairs whose rivals on a shared trap together carry more than 10% of that pair's own current. Allowing side routes to the electrodes, backward hops and double occupancy together changes $J_2$ by a factor 1.01. That net figure does not show that each effect is small separately.

A larger correction is the barrier's tilt in the field. It multiplies $J_1$, $J_2$ and $J_3$ by 2.43, 1.67 and 1.46, and moves the crossover to about $7\times10^{17}\ \mathrm{cm^{-3}}$. At fixed field these factors contain no $N$, so each channel keeps its exponent. The image force, also left out, can matter as much: for an optical permittivity of 4 it speeds a 3 nm hop between an electrode and mid-film about 2.8 times. It does not depend on $N$ either, but it would shift the crossover by an amount not computed here. Thermal emission over the barrier is about $10^{-16}$ of the mid-film tunnelling rate. If every trap were charged, the average field would differ between the two faces of the film by about 3% of the applied field, for a relative permittivity of 20. Close to a charge the field is stronger: 2 nm from a single charged trap it is about 18% of the applied field.

Beside a real TiN-electrode capacitor, the thickness and field are ordinary, and the field is a quarter of a rough breakdown value. The leakage, about $4\times10^{-5}\ \mathrm{A/cm^2}$ without the tilt and $8\times10^{-5}\ \mathrm{A/cm^2}$ with it, is high: memory capacitors are wanted at roughly $10^{-7}\ \mathrm{A/cm^2}$. The prefactor $\nu$ is very uncertain. In this model it scales all the trap currents together; in a real film, hops between traps and hops to an electrode need not share one prefactor, and the crossover density then moves. Real traps also differ in energy. If each energy is drawn independently from a fixed distribution, averaging changes $g_1$ and $g_2$ but not the exponents; the size of that change is not computed here.

Uniform placement can fail too, for instance where traps gather in certain regions of the film. Suppose they occupy a fixed fraction $p$ of the area, in columns much wider than a hop. The local density is $N/p$, so $J_1\propto p(N/p)=N$ is unchanged, while $J_2\propto p(N/p)^2=N^2/p$. For $p=0.1$ the pair current is ten times larger and still quadratic, and the crossover falls to $4.9\times10^{16}\ \mathrm{cm^{-3}}$. The ratio $J_3/J_2$ also grows tenfold, to about 0.8 at the working density (about 0.5 with the net coefficient), so longer chains can no longer be neglected there. Grain boundaries, often only about 1 nm wide, are narrower than a hop, and many partners would then fall outside them. For straight parallel strips 1 nm wide, repeated every 10 nm so that $p=0.1$, the pair current grows about 3.6 times instead of ten, and it stays quadratic. The numerical output below lists the main values.

## Numbers as computed

```
film thickness: 6.0 nm
voltage: 0.60 V
field: 1.00 MV/cm
temperature: 300 K
trap depth and electrode barrier: 1.80 eV
tunnelling mass: 0.20 electron masses
hop prefactor nu: 1.0e+12 1/s
working trap density: 5.00e+17 cm^-3
wave decay constant kappa: 3.074 1/nm
rate decay length lambda: 0.1627 nm
best single-trap current: 7.831e-01 fA
best pair current: 2.442e+02 fA
best pair / best single trap: 311.8
g1: 2.498e-09 nm
g2: 5.098e-06 nm^4
g3: 8.3e-04 nm^7
density cm^-3 | J1 A/cm^2 | J2 A/cm^2 | exponent of J1+J2 | J3/J2
1.0e+17 | 4.002e-06 | 8.168e-07 | 1.17 | 0.016
2.0e+17 | 8.003e-06 | 3.267e-06 | 1.29 | 0.032
5.0e+17 | 2.001e-05 | 2.042e-05 | 1.51 | 0.081
1.0e+18 | 4.002e-05 | 8.168e-05 | 1.67 | 0.162
crossover density J1=J2: 4.90e+17 cm^-3
density where J3=J2: 6.2e+18 cm^-3
random traps, densities compared: 5.0e+17, 2.0e+18 cm^-3
random traps, single-trap exponent: 0.997
random traps, pair exponent: 1.99 +- 0.02
bound partners, pair exponent: 1.02
sampled 1 um^2 capacitors: 324
mean pair current per capacitor: 205.0 fA
median pair current per capacitor: 192.0 fA
effective number of conducting pairs per um^2: 4.71
Neglected effects at the working density:
pair current in pairs with a >10% rival on a shared trap: 2.8 %
J2 factor, side routes+backward hops+double occupancy: 1.01
barrier tilt multiplies J1, J2, J3 by: 2.43, 1.67, 1.46
crossover density with barrier tilt: 7.2e+17 cm^-3
direct tunnelling: 3.5e-07 A/cm^2
direct tunnelling / (J1+J2): 8.6e-03
thermal emission / mid-film tunnelling rate: 1.4e-16
field of fully charged traps / applied field: 0.027
applied field / rough breakdown field: 0.25
```
